\section*{Two-frequency capacitance of a leaky capacitor with series resistance}

\section{Two readings, neither of them the capacitance}

A MOS capacitor with a 1.5 nm oxide is biased into accumulation and connected to an impedance meter. Electrons tunnel through the oxide, so the capacitor conducts. The substrate between the gate region and the back contact adds resistance in series. The meter knows nothing of this structure. It measures one complex number at each frequency and reports it as a capacitance and a dissipation factor. For the device computed below, the reported parallel capacitance is 15.69 pF at 1 MHz and 15.07 pF at 5 MHz, while the capacitance in the circuit is 17.27 pF. The question is how to get the last number from the readings.

The time factor is $e^{+j\omega t}$, with $\omega=2\pi f$. The meter writes the terminal admittance as
\begin{equation}
Y'=G'+j\omega C'=\omega C'(D'+j),\qquad D'=\frac{G'}{\omega C'} .
\label{meter}
\end{equation}
Primes mark meter readings. Unprimed $C>0$, $G\ge 0$ and $R_s\ge 0$ are the elements of the circuit: $C$ in parallel with $G$, and this pair in series with $R_s$. The signal is taken small enough for the response to be linear about the bias point. Then $C$ is the differential capacitance $dQ/dV$ at that bias. For gate area $A$ and tunnelling current density $J$, $G=A\,dJ/dV$, which in general differs from the ratio of current to voltage.

\section{One defect at a time}

\textbf{Leakage alone.} With $R_s=0$ the admittance is $Y'=G+j\omega C$. Comparison with (\ref{meter}) gives
\begin{equation}
C'=C,\qquad D'=\frac{G}{\omega C}.
\end{equation}
The parallel reading is correct at any frequency.

\textbf{Series resistance alone.} With $G=0$ the impedance is $R_s+1/(j\omega C)$, so
\begin{equation}
Y'=\frac{j\omega C}{1+j\omega CR_s}
=\frac{\omega^2C^2R_s+j\omega C}{1+(\omega CR_s)^2},
\end{equation}
where numerator and denominator were multiplied by $1-j\omega CR_s$. Hence
\begin{equation}
C'=\frac{C}{1+(\omega CR_s)^2},\qquad D'=\omega CR_s .
\end{equation}
The parallel reading is now too small, but the combination
\begin{equation}
S\equiv C'(1+D'^2)
\label{Sdef}
\end{equation}
equals $C$. It is the equivalent series capacitance, the value the meter would show if set to a series model.

Each defect alone thus has a representation that ignores it. With both present, neither representation gives $C$. The series form is still the better start, because a series resistance affects only the real part of an impedance.

\section{Both defects together}

The impedance of the full circuit is
\begin{equation}
Z=R_s+\frac{1}{G+j\omega C}
=R_s+\frac{G-j\omega C}{G^2+\omega^2C^2}.
\label{Z}
\end{equation}
The same impedance in terms of the readings is the inverse of (\ref{meter}):
\begin{equation}
Z=\frac{1}{\omega C'(D'+j)}
=\frac{D'-j}{\omega C'(1+D'^2)}=\frac{D'-j}{\omega S}.
\label{Zm}
\end{equation}
Equating the imaginary parts removes $R_s$:
\begin{equation}
\frac{1}{\omega S}=\frac{\omega C}{G^2+\omega^2C^2}.
\end{equation}
Inverting both sides and multiplying by $\omega$ gives
\begin{equation}
P\equiv\omega^2S=\frac{G^2+\omega^2C^2}{C}=\omega^2C+\frac{G^2}{C}.
\label{line}
\end{equation}
Plotted against $\omega^2$, the measured quantity $P$ is a straight line. Its slope is the capacitance and its intercept comes from the leakage.

Two distinct frequencies fix the slope, provided that $C$, $G$ and $R_s$ are the same at both. Subtracting (\ref{line}) at $\omega_2$ from (\ref{line}) at $\omega_1$ cancels $G^2/C$:
\begin{equation}
\omega_1^2S_1-\omega_2^2S_2=(\omega_1^2-\omega_2^2)\,C .
\end{equation}
Dividing by the bracket, cancelling the common factor $4\pi^2$ and inserting (\ref{Sdef}),
\begin{equation}
C=\frac{f_1^2C_1'(1+D_1'^2)-f_2^2C_2'(1+D_2'^2)}{f_1^2-f_2^2}.
\label{main}
\end{equation}
No quantity was assumed small, so within this circuit the formula is exact.

Both simple cases return. For $G=0$, $S_1=S_2=C$, and (\ref{main}) gives $C$. For $R_s=0$, $C_1'=C_2'=C$ and $D_i'=G/(\omega_iC)$. Then $f_i^2C_i'D_i'^2=G^2/(4\pi^2C)$ is the same at both frequencies and drops out, which again leaves $C$.

\section{The other two elements, and a consistency check}

The intercept of the line follows by inserting $C$ from (\ref{main}) into $a=\omega_1^2S_1-\omega_1^2C$:
\begin{equation}
a=\omega_1^2\,\frac{S_1(\omega_1^2-\omega_2^2)-\omega_1^2S_1+\omega_2^2S_2}{\omega_1^2-\omega_2^2}
=\frac{\omega_1^2\omega_2^2(S_2-S_1)}{\omega_1^2-\omega_2^2}.
\end{equation}
Since $a=G^2/C$ and $G\ge0$,
\begin{equation}
G=\sqrt{aC}.
\label{G}
\end{equation}
In this model $S=C+G^2/(\omega^2C)$ cannot rise with frequency. If the measured $S$ rises by more than the reading errors allow, the circuit does not describe the data. A smaller rise also makes $a$ negative, but it may mean only that $G$ is too small to be resolved.

The real parts of (\ref{Z}) and (\ref{Zm}) give $R_s=D'/(\omega S)-G/(G^2+\omega^2C^2)$. By (\ref{line}) the last denominator is $\omega^2SC$, so
\begin{equation}
R_s=\frac{D'}{\omega S}-\frac{G}{\omega^2SC}.
\label{Rs}
\end{equation}
This can be evaluated at either frequency. Four readings determine three unknowns, and the one surplus condition is that the two values of $R_s$ agree. Agreement is necessary for the model to hold. Agreement within the accuracy of the readings is not sufficient, as a case below shows.

\section{What the raw readings do}

Writing (\ref{Z}) as an admittance shows why the parallel reading fails:
\begin{equation}
Y'=\frac{G+j\omega C}{1+R_sG+j\omega CR_s}.
\end{equation}
Multiply above and below by the conjugate of the denominator. The imaginary part of the numerator is $\omega C(1+R_sG)-G\omega CR_s=\omega C$, and its real part is $G(1+R_sG)+\omega^2C^2R_s$. Therefore
\begin{align}
C'&=\frac{C}{(1+R_sG)^2+(\omega CR_s)^2},\label{Cp}\\
D'&=\frac{G(1+R_sG)}{\omega C}+\omega CR_s .\label{Dp}
\end{align}
As $\omega\to0$, $C'$ tends to $C/(1+R_sG)^2$ and not to $C$. Lowering the frequency removes the error due to $\omega CR_s$, but leaves the voltage division between $R_s$ and the leak.

The dissipation has the form $D'=\alpha/\omega+\beta\omega$, with $\alpha=G(1+R_sG)/C$ and $\beta=CR_s$. Completing the square,
\begin{equation}
D'=2\sqrt{\alpha\beta}+\left(\sqrt{\alpha/\omega}-\sqrt{\beta\omega}\right)^2 ,
\end{equation}
so for $R_s,G>0$ the minimum is
\begin{equation}
D'_{\min}=2\sqrt{R_sG(1+R_sG)}\quad\text{at}\quad
\omega_0=\frac1C\sqrt{\frac{G(1+R_sG)}{R_s}} .
\end{equation}

\section{A thin-oxide capacitor in numbers}

The parameters are round values, chosen to be of the order expected for a thin silicon-dioxide capacitor. The oxide is 1.5 nm thick with relative permittivity 3.9. The finite depth of the charge layers at its faces is taken to add the equivalent of 0.5 nm of oxide; with a silicon gate it can be more. The gate area is $1000\ \mu\mathrm{m}^2=10^{-5}\ \mathrm{cm}^2$. The current density is 3 A/cm$^2$ with $d\ln J/dV=4\ \mathrm{V}^{-1}$, and $R_s=400\ \Omega$. Then
\begin{equation}
C=\frac{3.9\,\epsilon_0A}{2.0\ \mathrm{nm}}=17.27\ \mathrm{pF},\qquad
G=3\times4\times10^{-5}\ \mathrm{S}=120\ \mu\mathrm{S},
\end{equation}
and $R_sG=0.048$.

The readings are synthetic. With drive voltage $v_s=\sin\omega t$ and capacitor voltage $v$, the equation $C\dot v=(v_s-v)/R_s-Gv$ was integrated by a Runge--Kutta method. After one period for settling, the current was projected on sine and cosine over the next. The results are
\begin{center}
\begin{tabular}{cccc}
$f$ (MHz) & $C'$ (pF) & $D'$ & $S$ (pF)\\
1 & 15.6934 & 1.20265 & 38.3918\\
5 & 15.0742 & 0.44882 & 18.1107
\end{tabular}
\end{center}
More digits are kept than a meter would justify, so that the arithmetic can be followed. Relative to $C$, the parallel readings are low by 9.1\% and 12.7\%, and the series values are high by 122\% and 4.9\%. Of the 9.1\% at 1 MHz, the factor $1/1.048^2$ accounts for 9.0\%, so a lower frequency would gain almost nothing.

With $f$ in MHz and $S$ in pF, $f_1^2S_1=38.392$ and $f_2^2S_2=25\times18.1107=452.768$. Formula (\ref{main}) gives
\begin{equation}
C=\frac{38.392-452.768}{1-25}\ \mathrm{pF}=17.27\ \mathrm{pF}.
\end{equation}
In the same units the intercept is $38.392-17.266=21.126$, that is, $G^2/(4\pi^2C)=21.126$ F\,Hz$^2$. Hence
\begin{equation}
G=2\pi\sqrt{21.126\times17.266\times10^{-12}}\ \mathrm{S}=120\ \mu\mathrm{S}.
\end{equation}
At 1 MHz, (\ref{Rs}) reads $R_s=4986-4586=400\ \Omega$. At 5 MHz it reads $789-389=400\ \Omega$. The lower frequency subtracts two large, nearly equal numbers, and its value of $R_s$ is correspondingly delicate.

The capacitance-equivalent thickness $3.9\,\epsilon_0A/C$ is 2.00 nm. The raw readings $C_1'$ and $C_2'$ would have given 2.20 and 2.29 nm.

The minimum dissipation is 0.449 at 5.17 MHz, close to the second measuring frequency. The parallel reading there is nevertheless low by almost 13\%: minimum dissipation does not mark a frequency at which $C'$ can be trusted.

\section{Choosing the two frequencies}

Write $Z=|Z|e^{-j\theta}$. By (\ref{Zm}), $1/(\omega S)=|Z|\sin\theta$ and $\cot\theta=D'$. Small errors in magnitude and phase change $S$ by
\begin{equation}
-\frac{\delta S}{S}=\frac{\delta|Z|}{|Z|}+D'\,\delta\theta .
\end{equation}
Let the relative magnitude error and the phase error in radians be independent, each with standard deviation $\varepsilon$. Then $\sigma_S/S=\varepsilon\sqrt{1+D'^2}$. If the errors at the two frequencies are also independent, (\ref{main}) gives to first order
\begin{equation}
\sigma_C=\varepsilon\,
\frac{\sqrt{f_1^4S_1^2(1+D_1'^2)+f_2^4S_2^2(1+D_2'^2)}}{|f_1^2-f_2^2|}.
\label{sigma}
\end{equation}
For $\varepsilon=10^{-3}$ and the pair 1 and 5 MHz, the two terms under the root are $60.0^2$ and $496.3^2$ in the units used above. So $\sigma_C=10^{-3}\times499.9/24=0.021$ pF, or 0.12\% of $C$.

With the same device and the same $\varepsilon$, the pair 4 and 5 MHz gives 0.38\%, mainly because the denominator is smaller. The pair 0.1 and 0.2 MHz gives 54\%. Its frequencies have a ratio of two, so closeness is not the main trouble. Both lie far below $G/(2\pi C)=1.1$ MHz, where the line (\ref{line}) is almost all intercept and the slope is a small difference of large numbers. In that limit $f^2S$ tends to a constant and $D'\propto1/f$. At a fixed frequency ratio, $\sigma_C$ therefore grows as $1/f^3$. For this error model, at least one frequency should lie well above $G/(2\pi C)$, and the two should be well separated, though not without limit. Towards very low and very high frequencies $D'$ becomes large, and the factors $1+D'^2$ in (\ref{sigma}) raise the error again: the pair 0.01 and 5 MHz gives 0.6\%, and the pair 1 and 100 MHz gives 0.45\%.

\section{Where the circuit is incomplete}

\textbf{Series inductance.} Leads of inductance $L$ add $+j\omega L$ to $Z$, and the subtraction does not remove it. Since $-\mathrm{Im}\,Z=1/(\omega S)=\omega/P$, the apparent value $\tilde P$ obeys
\begin{equation}
\frac{\omega}{\tilde P}=\frac{\omega}{P}-\omega L
\quad\Rightarrow\quad
\tilde P=\frac{P}{1-LP}\approx P+LP^2\qquad(LP\ll1).
\end{equation}
The error in the slope is
\begin{equation}
\delta C\approx L\,\frac{P_1^2-P_2^2}{\omega_1^2-\omega_2^2}=LC(P_1+P_2)
=L\left[2G^2+C^2(\omega_1^2+\omega_2^2)\right],
\end{equation}
where $P_1-P_2=C(\omega_1^2-\omega_2^2)$ was used. This error grows with frequency, so it favours lower frequencies, whereas the noise in (\ref{sigma}) rules out pairs far below $G/(2\pi C)$. For $L=0.3\ \mu$H, a rough value for uncompensated leads, it is 0.58\% of $C$.

\textbf{Four disturbances compared.} Each was added separately to the example circuit, and the resulting impedances at 1 and 5 MHz were put through (\ref{main}), (\ref{G}) and (\ref{Rs}). Errors are relative to the undisturbed $C$.
\begin{center}
\begin{tabular}{lcc}
disturbance & error in $C$ & $R_s$ at 1, 5 MHz ($\Omega$)\\
lead inductance & $+0.58\%$ & 424, 404\\
stray capacitance & $+0.49\%$ & 394, 395\\
interface traps & $+0.02\%$ & 399, 400\\
current spreading & $-0.07\%$ & 397, 399
\end{tabular}
\end{center}
The stray capacitance is 0.1 pF across the terminals. The traps have density $10^{11}\ \mathrm{cm}^{-2}\mathrm{eV}^{-1}$ and one response time, 71 ns; with faster traps the error in $C$ rises to about 0.06\%. They are placed in parallel with the combined capacitance of the charge layers, and that combination is in series with the oxide. This overstates their effect, because traps at the substrate face do not bridge the charge layer in the gate. For current spreading, $R_s$ was replaced by a resistive half-space under a circular gate. The gate was divided into 200 rings of constant current density, and the linear equations for their potentials were solved. A resistivity of 2.6 $\Omega\,$cm makes the resistance for uniform current 400 $\Omega$. Sideways conduction in the accumulation layer was left out.

The inductance betrays itself by a disagreement of 20 $\Omega$ between the two values of $R_s$, though not by a wide margin: with $\varepsilon=10^{-3}$ this difference has a standard deviation of 8 $\Omega$. The stray capacitance does not: its two values differ by about 1 $\Omega$, while a 0.1\% error in the 4986 $\Omega$ term alone is 5 $\Omega$. The consistency check would pass with $C$ wrong by half a percent.

\textbf{Finite signal.} If the current varies as $e^{4V}$, with $V$ in volts, a sinusoidal signal of peak amplitude $b$ across the capacitor, at fixed bias, raises the fundamental conductance by the factor $1+x^2/8$ to leading order, where $x=4b$. At 25 mV this is 0.125\%. A change common to both frequencies cancels in (\ref{main}). If the whole change occurred at one frequency, the intercept there would shift by $0.0025\times21.13=0.053$, and $C$ by $0.053/24=0.0022$ pF, or 0.013\%. In the full circuit the rectified current and the second harmonic flow through $R_s$ and lower these figures slightly, to about 0.11\% in $G$ and 0.011\% in $C$. Nonlinearity of $C$ itself is not included.

\section{Beside a real gate stack}

With 1 V across the oxide, the field is 6.7 MV/cm. That is high, but below the roughly 10 MV/cm or more at which good silicon dioxide breaks down. The direct current of 30 $\mu$A drops 12 mV in $R_s$, so the recovered $C$ belongs to a bias 12 mV smaller in magnitude than the applied one. Real devices depart from the assumption that three constant lumped elements suffice. Each disturbance sized here moves $C$ by less than 0.6\% on its own; all four together move it by about 1\%. Longer leads or many more traps could move it further. So could a gate several times larger on the same leads: the error due to inductance then grows, although that due to a fixed stray capacitance shrinks.

A correction larger than those made to the parallel readings lies outside the circuit problem. The oxide alone would have 23.0 pF, and the recovered capacitance is 25\% below that, because the charge layers, with the 0.5 nm assumed for them, act in series with the oxide. Formula (\ref{main}) removes $R_s$ and $G$ from the measurement. Turning its 2.00 nm into the 1.5 nm of oxide requires a separate model of the semiconductor and the gate.
